# Why a grating on a polar crystal emits thermally in narrow lobes: verification in Python

```python
# RESULT UNDER TEST: at one frequency a shallow grating on a polar crystal emits
# p-polarized thermal radiation in a lobe of full width 2*kappa (in wavevector),
# where kappa = kappa_a + kappa_r is the amplitude decay rate of the surface
# phonon polariton (absorption + radiation) and 1/kappa its coherence length.
# Symbols: eps permittivity; k0 = omega/c; G = 2 pi/period; h groove amplitude,
# profile z = h cos(G x); alpha wavevector along x; s = sin(emission angle).
# Inside the functions all wavevectors are in units of k0, lengths in 1/k0.
# Fields vary as exp(-i omega t); amplitudes refer to the magnetic field (p)
# or the electric field (s polarization) along the grooves.
import numpy as np
from scipy import constants as const
from scipy.special import jv, j0, hankel1

EPS_INF, NU_TO, NU_LO, DAMPING = 6.0, 800.0, 1000.0, 5.0   # cm^-1
NU, PERIOD, AMPLITUDE, TEMPERATURE = 900.0, 6.2, 0.17, 500.0  # cm^-1, um, um, K
HEIGHT = 1.0  # um, height at which the near-field correlation is evaluated
PHASES = np.array([1, 1j, -1, -1j])


def permittivity(nu, damping=DAMPING):
    return EPS_INF * (NU_LO**2 - nu**2 - 1j * damping * nu) / (
        NU_TO**2 - nu**2 - 1j * damping * nu)


def wavenumber(nu):
    """k0 in 1/um for nu in 1/cm."""
    return 2 * np.pi * nu * 1e-4


def root(w):
    """Normal wavevector of an outgoing or decaying wave."""
    q = np.sqrt(np.asarray(w, dtype=complex))
    return np.where(q.real + q.imag < 0, -q, q)


def fresnel(alpha, eps, pol="p"):
    air, sub = root(1 - alpha**2), root(eps - alpha**2)
    f = eps if pol == "p" else 1.0
    return (f * air - sub) / (f * air + sub)


class Grating:
    """Boundary matching of Rayleigh expansions on the sinusoidal profile."""

    def __init__(self, alpha, eps, G, h, pol="p", nmax=4):
        n = np.arange(-nmax, nmax + 1)
        self.n0, self.size, self.eps, self.h = nmax, len(n), eps, h
        self.a = alpha + n * G
        self.air, self.sub = root(1 - self.a**2), root(eps - self.a**2)
        self.m = np.abs(n[:, None] - n[None, :])
        self.weight = 1 / eps if pol == "p" else 1.0
        self.matrix = np.hstack([self.block(self.air, 1.0, 1.0),
                                 -self.block(-self.sub, eps, self.weight)])

    def block(self, kz, eps, weight, cols=slice(None)):
        m, k = self.m[:, cols], kz[None, cols]
        c = PHASES[m % 4] * jv(m, k * self.h)
        slope = weight * (eps - self.a[:, None] * self.a[None, cols]) / k
        return np.vstack([c, slope * c])

    def illuminate(self):
        inc = self.block(-self.air, 1.0, 1.0, slice(self.n0, self.n0 + 1))
        x = np.linalg.solve(self.matrix, -inc[:, 0])
        return x[:self.size], x[self.size:]

    def absorptivity(self):
        r, _ = self.illuminate()
        return 1 - np.sum(self.air.real * abs(r)**2) / self.air[self.n0].real

    def emission_below_grooves(self):
        """Emissivity due to delta-correlated currents at z < -h only."""
        src = self.block(self.sub, self.eps, self.weight)
        out = np.linalg.solve(self.matrix, src)[self.n0]
        upward = (abs(self.a)**2 + abs(self.sub)**2) / (4 * abs(self.sub)**2)
        depth = np.exp(-2 * self.sub.imag * self.h) / (2 * self.sub.imag)
        return 4 * self.air[self.n0].real * self.eps.imag * np.sum(
            abs(out)**2 * upward * depth)

    def absorption_below_grooves(self):
        """Power flux through the plane z = -h for unit incident flux."""
        _, t = self.illuminate()
        flux = (self.sub / self.eps).real * abs(t)**2
        return np.sum(flux * np.exp(-2 * self.sub.imag * self.h)
                      ) / self.air[self.n0].real


def scan(s_values, eps, G, h, pol="p"):
    return np.array([Grating(s, eps, G, h, pol).absorptivity() for s in s_values])


def find_zero(f, x0, step):
    x1 = x0 + step
    f0, f1 = f(x0), f(x1)
    for _ in range(60):
        x2 = x1 - f1 * (x1 - x0) / (f1 - f0)
        x0, f0, x1, f1 = x1, f1, x2, f(x2)
        if abs(x1 - x0) < 1e-10:
            return x1
    raise RuntimeError("secant search did not converge")


def specular(alpha, eps, G, h):
    g = Grating(alpha, eps, G, h)
    return g.illuminate()[0][g.n0]


def radiative_rate(eps, G, h):
    """First-order radiation of a lossless polariton, eps real and below -1."""
    K = np.sqrt(eps / (eps + 1))
    a1, alpha = np.sqrt(K**2 - 1), K - G
    beta, s = np.sqrt(1 - alpha**2), np.sqrt(alpha**2 - eps)
    return (h**2 * beta * a1 * eps**2 * (1 - eps)**2 * (s * a1 - K * alpha)**2
            / (4 * K * (eps**2 - 1) * (eps**2 * beta**2 + s**2)))


def half_points(x, y):
    i = int(np.argmax(y))
    half, lo, hi = y[i] / 2, i, i
    while y[lo] > half:
        lo -= 1
    while y[hi] > half:
        hi += 1
    left = x[lo] + (half - y[lo]) * (x[lo + 1] - x[lo]) / (y[lo + 1] - y[lo])
    right = x[hi - 1] + (half - y[hi - 1]) * (x[hi] - x[hi - 1]) / (y[hi] - y[hi - 1])
    return left, right


k0 = wavenumber(NU)
eps = complex(permittivity(NU))
G, h = 2 * np.pi / PERIOD / k0, AMPLITUDE * k0
K = np.sqrt(eps / (eps + 1))
kappa_a = K.imag
kappa_r = radiative_rate(eps.real, G, h)
s_law = G - K.real

# --- Solver: convergence, energy balance by volume integral, current sum
g = Grating(s_law, eps, G, h)
A_res = g.absorptivity()
assert abs(A_res - Grating(s_law, eps, G, h, nmax=7).absorptivity()) < 1e-5
_, t = g.illuminate()
d = 2 * np.pi / G
xs = np.arange(64) * d / 64
nodes, weights = np.polynomial.legendre.leggauss(80)
u, wu = 4 * (nodes + 1), 4 * weights
X = xs[:, None]
Z = h * np.cos(G * X) - u[None, :]
dHx, dHz = 0, 0
for a_n, b_n, t_n in zip(g.a, g.sub, t):
    wave = t_n * np.exp(1j * a_n * X - 1j * b_n * Z)
    dHx, dHz = dHx + 1j * a_n * wave, dHz - 1j * b_n * wave
mean_grad2 = np.mean((abs(dHx)**2 + abs(dHz)**2) @ wu)
A_volume = eps.imag / abs(eps)**2 * mean_grad2 / g.air[g.n0].real
assert abs(A_volume - A_res) < 1e-4
flat_current = Grating(s_law, eps, G, 0.0).emission_below_grooves()
flat_emis = 1 - abs(fresnel(s_law, eps))**2
assert abs(flat_current - flat_emis) < 1e-9
emit_below = g.emission_below_grooves()
absorb_below = Grating(-s_law, eps, G, h).absorption_below_grooves()
assert abs(emit_below - absorb_below) < 1e-5

# --- Flat surface: thermal near-field correlation from quadrature
nu_pts = 80000
uu = (np.arange(nu_pts) + 0.5) * (np.pi / 2) / nu_pts
K_prop = np.sin(uu)
f_prop = K_prop**3 * (1 - abs(fresnel(K_prop, eps))**2) / 2 * (np.pi / 2) / nu_pts
nv_pts, v_max = 200000, np.arccosh(25.0)
vv = (np.arange(nv_pts) + 0.5) * v_max / nv_pts
K_evan = np.cosh(vv)
zc = HEIGHT * k0
f_evan = (K_evan**3 * fresnel(K_evan, eps).imag
          * np.exp(-2 * np.sinh(vv) * zc) * v_max / nv_pts)
K_all, f_all = np.concatenate([K_prop, K_evan]), np.concatenate([f_prop, f_evan])
q_pole = np.sqrt(K**2 - 1)
residue = (K**2 * np.exp(-2 * q_pole * zc) / q_pole
           * 2 * eps**2 * q_pole**2 / (K * (eps**2 - 1)))
envelopes = []
for start in (100.0, 300.0):
    rho = start + np.linspace(0, 2 * np.pi / K.real, 50)
    W = np.array([np.dot(f_all, j0(K_all * x)) for x in rho])
    W_pole_c = 1j * np.pi * K * residue * hankel1(0, K * rho)
    # the remainder is the algebraically decaying light-line contribution
    assert np.max(abs(W - W_pole_c.imag) / abs(W_pole_c)) < 0.02
    i = np.argmax(abs(W) * np.sqrt(rho))
    envelopes.append((rho[i], abs(W[i]) * np.sqrt(rho[i])))
(r1, e1), (r2, e2) = envelopes
kappa_near = np.log(e1 / e2) / (r2 - r1)
assert abs(kappa_near / kappa_a - 1) < 0.03

# --- Radiative rate against the complex pole of a lossless grating
h_small = 0.03 * k0
rate_small = radiative_rate(eps.real, G, h_small)
K_ll = np.sqrt(eps.real / (eps.real + 1))
pole_ll = find_zero(lambda a: 1 / specular(a, eps.real, G, h_small),
                    K_ll - G + 1j * rate_small, 1e-6)
assert abs(pole_ll.imag / rate_small - 1) < 0.01

# --- Lossy grating: pole, zero and lobe
pole = find_zero(lambda a: 1 / specular(a, eps, G, h), K - G + 1j * kappa_r, 1e-5)
zero = find_zero(lambda a: specular(a, eps, G, h), K - G - 1j * kappa_r, 1e-5)
kappa = pole.imag
# corrections are of order (loss) x (groove amplitude squared)
assert abs(kappa / (kappa_a + kappa_r) - 1) < 0.10
n_s = 1600
s = (np.arange(n_s) + 0.5) / n_s
emis = scan(s, eps, G, h)
flat = 1 - abs(fresnel(s, eps))**2
excess = emis - flat
left, right = half_points(s, excess)
fwhm = right - left
s_peak = s[np.argmax(emis)]
assert np.max(flat) < 0.1 and np.max(emis) > 0.9
assert abs(fwhm / (2 * kappa) - 1) < 0.06
assert abs(s_peak - s_law) < 0.01
near = abs(s + pole.real) < 3 * kappa
pole_zero = 1 - abs(fresnel(s, eps))**2 * abs((-s - zero) / (-s - pole))**2
assert np.max(abs(pole_zero - emis)[near]) < 0.05

# --- Coherence of the emitted field: Fourier transform of the lobe
W1, W2 = (abs(np.sum(excess * np.exp(1j * s * x))) for x in (100.0, 200.0))
kappa_far = np.log(W1 / W2) / 100.0
assert abs(kappa_far / kappa - 1) < 0.05
# sum over grooves; interference with direct emission skews the true lobe a little
m = np.arange(1, 801)[:, None]
array = 1 + 2 * np.sum(np.exp(-kappa * m * d)
                       * np.cos(m * d * (s[near] + pole.real)), axis=0)
array_dev = np.max(abs(array / array.max() - excess[near] / excess.max()))
assert array_dev < 0.10

# --- Peak emissivity for three groove amplitudes
s_local = np.linspace(0.65, 0.77, 181)
peaks = []
for amp in (0.08, AMPLITUDE, 0.25):
    kr = radiative_rate(eps.real, G, amp * k0)
    predicted = 1 - abs(fresnel(s_law, eps))**2 * (
        1 - 4 * kappa_a * kr / (kappa_a + kr)**2)
    found = scan(s_local, eps, G, amp * k0).max()
    # same neglected order as for the total decay rate
    assert abs(predicted - found) < 0.08
    peaks.append((amp, kr, predicted, found))

# --- Counterfactuals: s polarization, no surface mode, stronger damping
s_c = np.linspace(0.005, 0.95, 250)
change_s = np.max(abs(scan(s_c, eps, G, h, "s")
                      - (1 - abs(fresnel(s_c, eps, "s"))**2)))
eps_diel = complex(abs(eps.real), eps.imag)
change_diel = np.max(abs(scan(s_c, eps_diel, G, h)
                         - (1 - abs(fresnel(s_c, eps_diel))**2)))
assert change_s < 0.01 and change_diel < 0.05
eps_damped = complex(permittivity(NU, 4 * DAMPING))
K_damped = np.sqrt(eps_damped / (eps_damped + 1))
pole_damped = find_zero(lambda a: 1 / specular(a, eps_damped, G, h),
                        K_damped - G + 1j * kappa_r, 1e-5)
s_d = np.linspace(0.4, 0.95, 500)
l_d, r_d = half_points(s_d, scan(s_d, eps_damped, G, h)
                       - (1 - abs(fresnel(s_d, eps_damped))**2))
ratio_width, ratio_pole = (r_d - l_d) / fwhm, pole_damped.imag / kappa
assert ratio_width > 1.8 and abs(ratio_width / ratio_pole - 1) < 0.15

# --- Dispersion of the lobe and average over a band
band = np.linspace(870.0, 930.0, 41)
s_b = np.linspace(0.40, 0.95, 150)
spectra, lobes = [], []
for nu in band:
    kb, eb = wavenumber(nu), complex(permittivity(nu))
    Gb = 2 * np.pi / PERIOD / kb
    spectra.append(scan(s_b, eb, Gb, AMPLITUDE * kb))
    law = Gb - np.sqrt(eb / (eb + 1)).real
    lobes.append(s_b[np.argmax(spectra[-1])])
    assert abs(lobes[-1] - law) < 0.015
band_mean = np.mean(spectra, axis=0)
assert band_mean.max() < 0.4

# --- Planck radiance of one polarization, per cm^-1
nu_m = NU * 100
x_planck = const.h * const.c * nu_m / (const.k * TEMPERATURE)
black = const.h * const.c**2 * nu_m**3 / np.expm1(x_planck) * 100


def deg(x):
    return np.degrees(np.arcsin(x))


print(f"eps_inf {EPS_INF:.1f}; TO {NU_TO:.0f}, LO {NU_LO:.0f}, damping {DAMPING:.0f} cm^-1")
print(f"emission wavenumber {NU:.0f} cm^-1, wavelength {1e4/NU:.3f} um")
print(f"period {PERIOD:.2f} um, groove amplitude {AMPLITUDE:.2f} um")
print(f"k0 = {k0:.4f} um^-1, G/k0 = {G:.4f}, k0 h = {h:.4f}")
print(f"permittivity = {eps.real:.3f} + {eps.imag:.3f} i")
print(f"flat polariton K/k0 = {K.real:.4f} + {K.imag:.5f} i")
print(f"kappa_a/k0 from near-field quadrature = {kappa_near:.5f}")
print(f"near-field correlation height = {HEIGHT:.1f} um")
print(f"flat coherence length 1/kappa_a = {1/(kappa_a*k0):.1f} um")
print(f"kappa_r/k0 from formula = {kappa_r:.5f}")
print(f"lossless test, h = 0.03 um: pole/formula = {pole_ll.imag/rate_small:.5f}")
print(f"grating pole alpha/k0 = {pole.real:.4f} + {pole.imag:.5f} i")
print(f"grating zero alpha/k0 = {zero.real:.4f} + ({zero.imag:.5f}) i")
print(f"(kappa_a + kappa_r)/k0 = {kappa_a+kappa_r:.5f}")
print(f"kappa/k0 from Fourier transform of lobe = {kappa_far:.5f}")
print(f"grating coherence length 1/kappa = {1/(kappa*k0):.1f} um")
print(f"periods in one coherence length = {1/(kappa*d):.1f}")
print(f"lobe angle: law {deg(s_law):.2f} deg, computed {deg(s_peak):.2f} deg")
print(f"lobe full width in sin(theta): {fwhm:.5f}; 2 kappa/k0 = {2*kappa:.5f}")
print(f"lobe full width in angle = {deg(right)-deg(left):.2f} deg")
print(f"peak emissivity: grating {emis.max():.4f}")
print(f"flat emissivity: at lobe angle {flat_emis:.4f}, largest {flat.max():.4f}")
print(f"at law angle: 1-reflection {A_res:.6f}, volume integral {A_volume:.6f}")
print(f"flat emissivity from current sum = {flat_current:.6f}")
print(f"below grooves: emission {emit_below:.6f}, absorption {absorb_below:.6f}")
print(f"groove-sum lobe shape, largest deviation = {array_dev:.4f}")
for amp, kr, predicted, found in peaks:
    print(f"h {amp:.2f} um: kappa_r/k0 {kr:.5f}, peak formula {predicted:.3f}, computed {found:.3f}")
print(f"s polarization: largest change by grating = {change_s:.5f}")
print(f"dielectric, eps' = +{eps_diel.real:.3f}: largest change = {change_diel:.5f}")
print(f"damping {4*DAMPING:.0f} cm^-1: full width in sin(theta) = {r_d-l_d:.5f}")
print(f"damping x4: width ratio {ratio_width:.3f}, pole ratio {ratio_pole:.3f}")
print(f"lobe angle at {band[0]:.0f} cm^-1 = {deg(lobes[0]):.1f} deg")
print(f"lobe angle at {band[-1]:.0f} cm^-1 = {deg(lobes[-1]):.1f} deg")
print(f"band-averaged emissivity, largest = {band_mean.max():.3f}")
print(f"temperature = {TEMPERATURE:.0f} K")
print(f"p blackbody radiance = {black:.5f} W m^-2 sr^-1 per cm^-1")
print(f"p lobe-peak radiance = {black*emis.max():.5f} W m^-2 sr^-1 per cm^-1")
print(f"p flat radiance, same angle = {black*flat_emis:.5f} W m^-2 sr^-1 per cm^-1")
print("ALL CHECKS PASSED")
```

Running it gives:

```
eps_inf 6.0; TO 800, LO 1000, damping 5 cm^-1
emission wavenumber 900 cm^-1, wavelength 11.111 um
period 6.20 um, groove amplitude 0.17 um
k0 = 0.5655 um^-1, G/k0 = 1.7921, k0 h = 0.0961
permittivity = -6.697 + 0.336 i
flat polariton K/k0 = 1.0839 + 0.00476 i
kappa_a/k0 from near-field quadrature = 0.00476
near-field correlation height = 1.0 um
flat coherence length 1/kappa_a = 371.5 um
kappa_r/k0 from formula = 0.00462
lossless test, h = 0.03 um: pole/formula = 1.00006
grating pole alpha/k0 = -0.7084 + 0.00938 i
grating zero alpha/k0 = -0.7081 + (0.00013) i
(kappa_a + kappa_r)/k0 = 0.00938
kappa/k0 from Fourier transform of lobe = 0.00942
grating coherence length 1/kappa = 188.5 um
periods in one coherence length = 30.4
lobe angle: law 45.09 deg, computed 45.06 deg
lobe full width in sin(theta): 0.01880; 2 kappa/k0 = 0.01877
lobe full width in angle = 1.52 deg
peak emissivity: grating 0.9989
flat emissivity: at lobe angle 0.0450, largest 0.0542
at law angle: 1-reflection 0.999766, volume integral 0.999766
flat emissivity from current sum = 0.044983
below grooves: emission 0.616421, absorption 0.616421
groove-sum lobe shape, largest deviation = 0.0291
h 0.08 um: kappa_r/k0 0.00102, peak formula 0.601, computed 0.601
h 0.17 um: kappa_r/k0 0.00462, peak formula 1.000, computed 1.000
h 0.25 um: kappa_r/k0 0.01000, peak formula 0.880, computed 0.879
s polarization: largest change by grating = 0.00020
dielectric, eps' = +6.697: largest change = 0.01001
damping 20 cm^-1: full width in sin(theta) = 0.04698
damping x4: width ratio 2.499, pole ratio 2.488
lobe angle at 870 cm^-1 = 54.1 deg
lobe angle at 930 cm^-1 = 34.0 deg
band-averaged emissivity, largest = 0.161
temperature = 500 K
p blackbody radiance = 0.35218 W m^-2 sr^-1 per cm^-1
p lobe-peak radiance = 0.35179 W m^-2 sr^-1 per cm^-1
p flat radiance, same angle = 0.01584 W m^-2 sr^-1 per cm^-1
ALL CHECKS PASSED
```
